\section*{When high thermal conductivity helps a Peltier device cool a hot chip}

\section{Heat drawn from the chip}

\textbf{Q:} I want to put a Peltier device between a hot chip and a cooler heat sink. The usual advice is to choose the material with the largest $ZT$, which favours low thermal conductivity. But my heat already wants to flow from chip to sink. Why would I put a thermal insulator in its way?

\textbf{A:} Let us calculate the heat before choosing a material. Take one leg of length $L$ and cross-section $A$. Its chip end, at $x=0$, is held at $T_h$, and its sink end, at $x=L$, at $T_c$. Define $\Delta T=T_h-T_c$, which is positive in your case. The Seebeck coefficient $S$, resistivity $\rho$ and thermal conductivity $\kappa$ are taken as constant, and no heat leaves through the sides. The current density $J$ counts as positive when the Peltier heat flows from chip to sink, so $S$ below is a magnitude. The circuit is closed by a lead whose Seebeck coefficient, resistance and heat conduction are neglected. This is an idealisation that isolates the leg: a metal lead of low resistance is also a good heat conductor. In a real couple, a second leg with the opposite sign of $S$ takes the return current, and the heats of the two legs add.

The heat flux and the driving field are
\begin{equation}
q=STJ-\kappa\frac{dT}{dx},\qquad E=\rho J+S\frac{dT}{dx}.
\end{equation}
The first term of $q$ is Peltier transport, the second is conduction. In the steady state the heat flux grows by the electrical power delivered per unit volume, $dq/dx=JE$. Inserting both laws gives
\begin{equation}
SJ\frac{dT}{dx}-\kappa\frac{d^2T}{dx^2}=\rho J^2+SJ\frac{dT}{dx}.
\end{equation}
The Seebeck terms cancel because $S$ is constant, leaving $\kappa\,d^2T/dx^2=-\rho J^2$. Two integrations and the two end temperatures give
\begin{equation}
T(x)=T_h-\Delta T\,\frac{x}{L}+\frac{\rho J^2}{2\kappa}\,x(L-x).
\label{profile}
\end{equation}
The slope at the chip end is $-\Delta T/L+\rho J^2L/(2\kappa)$. With $I=JA$, $R=\rho L/A$ and $K=\kappa A/L$, the heat leaving the chip is
\begin{equation}
Q=A\,q(0)=SIT_h-\tfrac12I^2R+K\Delta T .
\label{heat}
\end{equation}
In the Joule term $\kappa$ has cancelled: half the Joule heat returns to the chip end whatever the conductivity. At fixed current and fixed end temperatures, $\kappa$ enters only through $K\Delta T$, and for a hot chip this term is positive.

\textbf{Q:} How much can I draw if I may choose the current?

\textbf{A:} Differentiate at fixed temperatures: $dQ/dI=ST_h-IR$. The second derivative, $-R$, is negative, so the zero is a maximum:
\begin{equation}
I^*=\frac{ST_h}{R},\qquad
Q_{\max}=\frac{S^2T_h^2}{R}-\frac{S^2T_h^2}{2R}+K\Delta T
=\frac{S^2T_h^2}{2R}+K\Delta T .
\end{equation}
Now write $P_F=S^2/\rho$ for the power factor, so that $S^2/R=P_FA/L$:
\begin{equation}
Q_{\max}=\frac{A}{L}\left[\kappa\,\Delta T+\frac{P_FT_h^2}{2}\right].
\label{qmax}
\end{equation}
At fixed geometry and fixed power factor, $\partial Q_{\max}/\partial\kappa=A\Delta T/L$. Conductivity helps when the chip is hotter than the sink and hurts when it is colder.

\section{What ZT measures}

\textbf{Q:} Then where does $ZT$ come in?

\textbf{A:} Put $Z=P_F/\kappa$ into Eq.~(\ref{qmax}):
\begin{equation}
Q_{\max}=\frac{\kappa A}{L}\left[\Delta T+\frac{ZT_h^2}{2}\right].
\label{zform}
\end{equation}
The ratio of the Peltier part, net of returned Joule heat, to the passive part is $ZT_h^2/(2\Delta T)$. So $Z$ fixes a ratio, while the prefactor $\kappa$ sets the scale. Two legs of equal shape and equal $Z$ draw heats in the ratio of their conductivities.

In refrigeration the chip is colder than the sink, $\Delta T=-|\Delta T|$, and the bracket becomes $ZT_h^2/2-|\Delta T|$. The load vanishes at
\begin{equation}
|\Delta T|_{\max}=\frac{ZT_h^2}{2},
\label{span}
\end{equation}
where $T_h$ is still the chip temperature. Here $Z$ alone decides how far below the sink the chip can be held. That is a proper use of $Z$, but it answers a different question from yours.

\textbf{Q:} Can I vary $\kappa$ without changing the power factor? In a metal the electrons carry both heat and charge.

\textbf{A:} The lattice part of $\kappa$ can in principle be varied separately; the electronic part cannot. For degenerate electrons with elastic scattering, the Wiedemann--Franz estimate is
\begin{equation}
\kappa_e=\frac{L_0T}{\rho},\qquad L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2 .
\end{equation}
Suppose electrons carried all the heat. Then
\begin{equation}
ZT=\frac{S^2T}{\rho\kappa_e}=\frac{S^2}{L_0},
\end{equation}
and the resistivity drops out. Lowering $\rho$ at fixed $S$ would leave $ZT$ unchanged, yet raise both terms of Eq.~(\ref{qmax}) in proportion to $1/\rho$. In this limit $ZT$ does not register a change that directly increases the heat drawn from a hot chip.

\section{Two legs compared}

\textbf{Q:} Give me numbers for a case where the rankings disagree.

\textbf{A:} Let the chip be at 360 K and the sink at 330 K. Both legs are 1 mm long with an area of 1 mm$^2$, so $A/L=10^{-3}$ m. The first has rough iron-like properties: $S=15\ \mu$V/K, $\rho=0.12\ \mu\Omega\,$m and $\kappa=75$ W/(m K). Iron suits the question because it joins metallic conduction to a useful power factor. The second has round values in the range of doped semiconductors used in coolers: $S=200\ \mu$V/K, $\rho=10\ \mu\Omega\,$m and $\kappa=1.5$ W/(m K).

The power factors are 1.875 and 4.000 mW/(m K$^2$). At the mean temperature, 345 K, $ZT$ is 0.0086 for the iron-like leg and 0.92 for the semiconductor, a factor of about 107 in favour of the semiconductor. Equation~(\ref{qmax}) gives
\begin{align}
Q_{\rm Fe}&=10^{-3}\left[75\times30+\tfrac12(1.875\times10^{-3})(360)^2\right]\nonumber\\
&=2.250+0.1215=2.37\ {\rm W},\\
Q_{\rm sc}&=10^{-3}\left[1.5\times30+\tfrac12(4.000\times10^{-3})(360)^2\right]\nonumber\\
&=0.045+0.2592=0.304\ {\rm W}.
\end{align}
The iron-like leg draws 7.8 times as much heat, 237 against 30.4 W/cm$^2$. Numerical integration of the transport equations, with a search over current, agrees with both heats to within a relative tolerance of $10^{-5}$.

\textbf{Q:} But 2.25 of those 2.37 W flow with the current off. Haven't you just sold me a metal block?

\textbf{A:} Largely, yes. The current adds 0.1215 W, about 5\% of the total. The semiconductor's current adds 0.2592 W, more by the ratio of power factors, 2.13. If you need the largest total heat, the iron-like leg wins here. If you need the largest part that can be switched on and off, the semiconductor wins. A plain conductor with a still higher $\kappa$ and no Seebeck effect could beat both in total heat, but would offer no control.

For a leg of fixed shape, with its ends held at the two temperatures and the chip the hotter one, a material for active cooling should therefore have a high power factor and a high conductivity together. As a hypothetical case, divide the semiconductor's resistivity by ten and multiply its conductivity by ten, keeping $S$. Its $ZT$ is unchanged, but both terms of Eq.~(\ref{qmax}) grow tenfold and the heat rises from 0.304 to 3.04 W.

The total is sometimes expressed as an effective conductivity,
\begin{equation}
\kappa_{\rm eff}=\frac{Q_{\max}L}{A\Delta T}=\kappa+\frac{P_FT_h^2}{2\Delta T},
\end{equation}
which is 79 and 10.1 W/(m K) for the two legs. It is not a material constant. It diverges as $\Delta T\to0$, because the Peltier heat stays finite while the temperature difference vanishes.

\textbf{Q:} So at a small temperature difference the semiconductor should win even in total heat?

\textbf{A:} Yes. Equating the two brackets of Eq.~(\ref{qmax}) at the same $T_h$ gives
\begin{equation}
\Delta T^*=\frac{(P_{F,\rm sc}-P_{F,\rm Fe})T_h^2}{2(\kappa_{\rm Fe}-\kappa_{\rm sc})}
=\frac{(2.125\times10^{-3})(360)^2}{2\times73.5}=1.87\ {\rm K}.
\end{equation}
Above this difference the iron-like leg draws more heat. Below it, and throughout refrigeration, the semiconductor does. Thus $ZT$ does not misrank these legs everywhere; with ideal ends, it misranks them for $\Delta T>1.87$ K. Thermal resistance at the ends raises this threshold.

The refrigeration spans from Eq.~(\ref{span}) are 1.62 K and 173 K. The second is a formal result: it needs a sink at 533 K and properties constant over the whole range, so it is no forecast for a device. The contrast still shows why a metal of this kind makes a poor refrigerator.

\section{Back-conduction inside the leg}

\textbf{Q:} Something bothers me. At full current the semiconductor must get hot inside. Won't heat then be conducted back into my chip, so that a high $\kappa$ does harm?

\textbf{A:} It does get hot, and heat is conducted back. At $I^*$, the coefficient of the parabola in Eq.~(\ref{profile}), with $u=x/L$, is
\begin{equation}
\frac{I^{*2}R}{2K}=\frac{S^2T_h^2}{2RK}=\frac{ZT_h^2}{2}\equiv a,
\end{equation}
so $T=T_h-\Delta T\,u+a\,u(1-u)$. Setting $dT/du=0$ gives $u=(a-\Delta T)/(2a)$, which lies inside the leg if $a>\Delta T$. There
\begin{equation}
T_{\rm peak}=T_h+u\left[(a-\Delta T)-au\right]=T_h+\frac{(a-\Delta T)^2}{4a}.
\end{equation}
For the semiconductor $a=172.8$ K, and the peak is $360+142.8^2/691.2=389.5$ K. For the iron-like leg $a=1.62$ K, less than 30 K, so its temperature falls steadily from chip to sink.

At the semiconductor's chip end the conducted heat is $K\Delta T-I^2R/2=0.045-0.2592=-0.214$ W, directed into the chip. The Peltier term, $SI^*T_h=0.518$ W, outweighs it. Now double $\kappa$ at fixed current. The parabolic Joule term in the temperature profile, $a\,u(1-u)$, halves, while the conductance doubles, so the returned Joule heat stays the same. The term $K\Delta T$ doubles, and the chip loses 0.349 W instead of 0.304 W.

With the sink at 390 K instead, the same doubling lowers the heat from 0.214 to 0.169 W. The magnitude of the change is again 0.045 W, with the opposite sign.

\section{Electrical power and leg length}

\textbf{Q:} What does the pumping cost?

\textbf{A:} Evaluate the heat flow at the sink end. There the slope is $-\Delta T/L-\rho J^2L/(2\kappa)$, so
\begin{equation}
Q_{\rm out}=SIT_c+\tfrac12I^2R+K\Delta T .
\label{out}
\end{equation}
Subtracting Eq.~(\ref{heat}) gives the electrical input,
\begin{equation}
P=Q_{\rm out}-Q=I^2R-SI\Delta T .
\end{equation}
The Seebeck voltage now assists the current. For $0<I<S\Delta T/R$ the input is negative: the leg generates power while it cools the chip. The upper limits are 3.75 A for the iron-like leg and 0.60 A for the semiconductor. At that limit the leg is short-circuited and needs no supply. For the semiconductor, $R=10$ m$\Omega$, and the current then adds
\begin{equation}
SIT_h-\tfrac12I^2R=0.0432-0.0018=0.0414\ {\rm W}
\end{equation}
to the passive 0.045 W, nearly doubling it.

At the current for maximum heat,
\begin{equation}
P(I^*)=\frac{S^2T_h^2}{R}-\frac{S^2T_h\Delta T}{R}=\frac{S^2T_hT_c}{R}.
\end{equation}
This is 0.223 W at 45 A for the iron-like leg and 0.475 W at 7.2 A for the semiconductor. The metal's difficulty is its voltage, 4.95 mV. Its resistance is 0.12 m$\Omega$, and a lead of equal resistance would dissipate another $45^2\times0.12\times10^{-3}=0.24$ W. By the Wiedemann--Franz estimate, such a metal lead spanning the same 30 K would itself conduct about 2.1 W, so its heat conduction could not be neglected either.

\textbf{Q:} Why not simply shorten the semiconductor leg?

\textbf{A:} You can. The comparison so far held the geometry fixed, and $Q_{\max}\propto1/L$. With ideal ends, a semiconductor leg of 0.128 mm matches the 2.37 W of the 1 mm iron-like leg. At the current for maximum heat, $P(I^*)$ also scales as $1/L$ and rises to 3.70 W. The sink must then accept the sum of heat and input, about 6.1 W, against $2.37+0.22=2.59$ W for the iron-like leg. A still shorter leg, run below its $I^*$, avoids this cost: with ideal ends, a leg of 0.0364 mm short-circuited at 16.5 A draws the same 2.37 W with no electrical input. What limits shortening is the ends of the leg, both electrically and thermally. With assumed electrical contacts of $10^{-6}\ \Omega\,$cm$^2$ at each end, their combined resistance is 16\% of that of the 0.128 mm leg and 55\% of that of the 0.0364 mm leg. A thermal interface of 5 mm$^2$ K/W on each side adds 10 K/W in total, against about 85 and 24 K/W for the two legs themselves. These ends reduce the benefit of shortening but do not remove it. With both included and the current chosen for maximum heat, the two short legs draw about 1.65 and 2.94 W, more than the 1.32 W found below for the 1 mm iron-like leg with its own ends. The ranking by total heat is a statement about legs of equal length.

\section{A sink that warms up}

\textbf{Q:} My heat sink does not stay at 330 K when I load it.

\textbf{A:} That can reverse the effect of conductivity. Let the surroundings be at $T_a=330$ K, and let a thermal resistance $r$ per leg separate them from the leg's sink end, now at $T_2$. The chip end stays at $T_h$. Equation~(\ref{out}), with $T_c$ replaced by $T_2$, gives
\begin{equation}
SIT_2+\tfrac12I^2R+K(T_h-T_2)=\frac{T_2-T_a}{r}.
\end{equation}
Collect the terms in $T_2$ and define $G=1/r-SI$:
\begin{equation}
T_2=\frac{T_a/r+I^2R/2+KT_h}{G+K}.
\end{equation}
Subtracting this from $T_h$ cancels $KT_h$ in the numerator:
\begin{equation}
T_h-T_2=\frac{N}{G+K},\qquad N=GT_h-\frac{T_a}{r}-\tfrac12I^2R .
\end{equation}
Neither $N$ nor $G$ contains $K$. At fixed current, the heat from the chip is $Q=SIT_h-I^2R/2+KN/(G+K)$, so
\begin{equation}
\frac{dQ}{dK}=\frac{NG}{(G+K)^2}=\frac{G\,(T_h-T_2)}{G+K}.
\end{equation}
For $G>0$, when the sink conductance $1/r$ exceeds $SI$, conductivity helps if the leg's own sink end is cooler than the chip. It is not enough that the surroundings are cooler. The sign changes at $N=0$:
\begin{equation}
r^*=\frac{T_h-T_a}{SIT_h+I^2R/2}.
\end{equation}
For the semiconductor at 7.2 A this is $30/(0.5184+0.2592)=38.6$ K/W; for the iron-like leg at 45 A it is 82.3 K/W. With twice the first value, 77.2 K/W, the semiconductor's sink end reaches 389.9 K. Doubling $\kappa$ at the same current then lowers the chip heat from 0.214 to 0.179 W.

These are resistances per leg. If 100 equal legs share a sink of 0.5 K/W, the sink warms by 100 times the heat of one leg times 0.5 K/W, so each leg in effect sees 50 K/W. For the semiconductor at 7.2 A, that is already on the wrong side of $r^*$. A lower current or a better sink is needed before higher conductivity helps.

\section{How far to trust the comparison}

\textbf{Q:} How would this look in a real assembly?

\textbf{A:} The iron-like values are rough figures for iron somewhat above room temperature. The semiconductor's $ZT$ near 1 and the 1 mm leg are ordinary for coolers, whereas 45 A through one leg is far from ordinary practice. For the iron-like leg, the costliest of the assumptions examined in this section is that the leg ends sit at the chip and sink temperatures. Assume a thermal interface of 5 mm$^2$ K/W on each side, and electrical contacts of $10^{-8}\ \Omega\,$cm$^2$ for the metal and $10^{-6}\ \Omega\,$cm$^2$ for the semiconductor. With the current chosen afresh, the heats become 1.32 and 0.289 W, lower by 44\% and 5\% than with ideal ends. With these values the order survives, but the ratio falls from 7.8 to 4.6. With a much poorer thermal interface, 100 mm$^2$ K/W on each side, the order reverses.

\textbf{Q:} Why does the better conductor suffer more?

\textbf{A:} Its own thermal resistance is $1/K=13.3$ K/W, and the interfaces add 10 K/W. The semiconductor leg has 667 K/W, so the same addition hardly changes its passive heat. For the iron-like leg, the passive heat through the whole stack is $30/23.3=1.29$ W, leaving only about 0.04 W as the gain from current. Interfaces therefore take away most of this metal's active benefit as well as much of its passive heat.

\textbf{Q:} And the constant material properties?

\textbf{A:} I assumed rough power laws in temperature: exponents $-1$, 1.5 and $-0.4$ for $S$, $\rho$ and $\kappa$ of the metal, and 0.5, 1.5 and 0 for the semiconductor. With ideal ends, and Thomson heat included, the largest heat changes by $-0.1\%$ and $-4.7\%$. Side loss to air at 330 K, at 10 W/(m$^2$ K), has the scale 1.2 mW for a 30 K excess. At the currents for maximum heat it is about 0.6 mW for the metal and between 1.7 and 1.8 mW for the semiconductor, whose interior is hotter than the chip. Both are small beside the totals.

The Wiedemann--Franz estimate of electronic conductivity at 345 K is 70 of the metal's 75 W/(m K), and 0.84 of the semiconductor's 1.5 W/(m K). The second figure is cruder, since it assumes degenerate electrons. For a single parabolic band with acoustic-phonon scattering and the same $S$, it would be about 0.56 W/(m K). For the metal, then, changing $\kappa$ appreciably means changing $\rho$ too, and a search for better alloys should follow both terms of Eq.~(\ref{qmax}) together. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Pairs are: iron-like leg | semiconductor leg
Chip, sink temperature: 360, 330 K
Leg length, area: 1.0 mm, 1.0 mm2
Seebeck coefficient: 15 | 200 uV/K
Resistivity: 0.12 | 10.00 uohm m
Thermal conductivity: 75.0 | 1.5 W/(m K)
Power factor: 1.875 | 4.000 mW/(m K2)
ZT at mean temperature: 0.0086 | 0.9200 (no unit)
Leg resistance R: 0.120 | 10.000 mohm
Leg conductance K: 75.00 | 1.50 mW/K
Best current: 45.00 | 7.20 A
Passive heat: 2.2500 | 0.0450 W
Net Peltier part: 0.1215 | 0.2592 W
Largest chip heat: 2.3715 | 0.3042 W
Same as flux: 237.1 | 30.4 W/cm2
Heat ratio iron-like/semiconductor: 7.80
Effective conductivity: 79.05 | 10.14 W/(m K)
Electrical input at best current: 0.2227 | 0.4752 W
Voltage at best current: 4.95 | 66.00 mV
Current of zero electrical input: 3.750 | 0.600 A
Tie in chip heat at T_hot-T_cold: 1.873 K
Refrigeration span, zero load: 1.62 | 172.80 K
Semiconductor, kappa x1, x2, sink 330 K: 0.3042, 0.3492 W
Semiconductor, kappa x1, x2, sink 390 K: 0.2142, 0.1692 W
Same ZT, kappa x10, rho/10: chip heat 3.042 W
Semiconductor internal peak temperature: 389.5 K
Semiconductor length for equal heat: 0.1283 mm
Electrical input of that short leg: 3.705 W
Contacts/leg resistance, short leg: 15.6 %
Sink resistance where kappa gain ends: 82.3 | 38.6 K/W
Poor sink, semiconductor: 77.2 K/W
  its leg sink-end temperature: 389.9 K
  chip heat, kappa x1, x2: 0.2144, 0.1789 W
Assumed thermal interface, each side: 5.0 mm2 K/W
Assumed electrical contacts: 1e-08 | 1e-06 ohm cm2
Chip heat with these interfaces: 1.3246 | 0.2893 W
Best current with these interfaces: 25.24 | 6.93 A
Assumed T exponents of S, rho, kappa: (-1.0, 1.5, -0.4) | (0.5, 1.5, 0.0)
Chip heat with these T laws: 2.3690 | 0.2900 W
Change due to these T laws: -0.11 | -4.67 %
Assumed air film coefficient: 10 W/(m2 K)
Side loss scale (full span): 1.20 mW
Electronic kappa, degenerate estimate: 70.24 | 0.84 W/(m K)
Current density: 4500 | 720 A/cm2
\end{verbatim}
